# Exponential decay of dual functions and conditioning of a uniform chain: verification in Python

```python
"""Inverse overlap of a uniform chain of orbitals with nearest-neighbour overlap s.

Result under test: for S = tridiag(s, 1, s) with N orbitals and 0 < |s| < 1/2,
  inv(S)_ij = (-sgn s)^(j-i) sinh(i k) sinh((N+1-j) k)
              / (|s| sinh(k) sinh((N+1) k)),   i <= j,   cosh(k) = 1/(2|s|).
Dual-function coefficients decay as q^|i-j|, q = exp(-k), decay length 1/k in
units of the spacing a. With K = (1+2|s|)/(1-2|s|), the condition number of the
infinite chain, q = (sqrt(K)-1)/(sqrt(K)+1).
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import brentq


def overlap_matrix(n, s):
    return np.eye(n) + s * (np.eye(n, k=1) + np.eye(n, k=-1))


def decay_constant(s):
    return np.arccosh(1 / (2 * abs(s)))


def closed_inverse(n, s):
    k = decay_constant(s)
    i, j = np.indices((n, n)) + 1
    low, high = np.minimum(i, j), np.maximum(i, j)
    sign = (-np.sign(s)) ** (high - low)
    return (sign * np.sinh(low * k) * np.sinh((n + 1 - high) * k)
            / (abs(s) * np.sinh(k) * np.sinh((n + 1) * k)))


def infinite_condition(s):
    return (1 + 2 * abs(s)) / (1 - 2 * abs(s))


# Finite chains: inverse, determinant, spectrum and uniform bound
for n in (1, 2, 5, 12, 30):
    for s in (-0.45, -0.2, 0.1, 0.4, 0.49):
        S = overlap_matrix(n, s)
        inverse = np.linalg.inv(S)
        k = decay_constant(s)
        assert np.allclose(inverse, closed_inverse(n, s), rtol=1e-9, atol=1e-11)
        det = abs(s) ** n * np.sinh((n + 1) * k) / np.sinh(k)
        assert np.isclose(np.linalg.det(S), det, rtol=1e-10)
        p = np.arange(1, n + 1)
        levels = np.sort(1 + 2 * s * np.cos(np.pi * p / (n + 1)))
        assert np.allclose(np.linalg.eigvalsh(S), levels, atol=1e-12)
        distance = abs(np.subtract.outer(p, p))
        bound = np.exp(-k * distance) / np.sqrt(1 - 4 * s * s)
        assert np.all(abs(inverse) <= bound + 1e-12)

# Infinite chain: Fourier integral against the exponential law
for s in (-0.3, 0.25, 0.4, 0.48):
    for r in range(7):
        integral = quad(lambda x: np.cos(r * x) / (1 + 2 * s * np.cos(x)),
                        0, np.pi, epsabs=1e-12, epsrel=1e-12, limit=200)[0] / np.pi
        law = (-np.sign(s) * np.exp(-decay_constant(s))) ** r / np.sqrt(1 - 4 * s * s)
        assert abs(integral - law) < 1e-9

# Real orbitals 1 - beta|x| on |x| < 1 (x in units of a), Gauss points in each cell
nodes, weights = np.polynomial.legendre.leggauss(8)
nodes, weights = (nodes + 1) / 2, weights / 2


def orbital_overlap(beta):
    right, left = 1 - beta * nodes, 1 - beta * (1 - nodes)
    return weights @ (right * left) / (weights @ (right**2 + left**2))


for beta in (0.0, 0.3, 0.8, 1.0):
    formula = (1 - beta + beta**2 / 6) / (2 * (1 - beta + beta**2 / 3))
    assert abs(orbital_overlap(beta) - formula) < 1e-13

s0 = 0.4
beta0 = brentq(lambda b: orbital_overlap(b) - s0, 0.01, 1.0, xtol=1e-14)
k0 = decay_constant(s0)
q0 = np.exp(-k0)
K0 = infinite_condition(s0)
n_real = 41
x = (np.arange(n_real + 1)[:, None] + nodes).ravel()
w = np.tile(weights, n_real + 1)
centres = np.arange(1, n_real + 1)
offset = abs(x[None, :] - centres[:, None])
orbitals = np.where(offset < 1, 1 - beta0 * offset, 0.0)
orbitals /= np.sqrt((orbitals**2) @ w)[:, None]
gram = (orbitals * w) @ orbitals.T
assert np.allclose(gram, overlap_matrix(n_real, s0), atol=1e-12)
duals = closed_inverse(n_real, s0) @ orbitals
assert np.allclose((duals * w) @ orbitals.T, np.eye(n_real), atol=1e-11)
middle = n_real // 2
cell_weight = (duals[middle] ** 2 * w).reshape(n_real + 1, -1).sum(axis=1)
right_cells = cell_weight[middle + 1:middle + 7]
left_cells = cell_weight[middle:middle - 6:-1]
predicted = q0 ** (2 * np.arange(6)) * (1 + q0**2) / 2
assert np.allclose(right_cells, predicted, rtol=1e-7)
assert np.allclose(left_cells, predicted, rtol=1e-7)
dual_norm = cell_weight.sum()
assert abs(dual_norm - (K0 + 1) / (2 * np.sqrt(K0))) < 1e-10

# Long chain: decay measured on the solved central column, K from eigenvalues
n_long = 4001
table = []
for s in (0.25, 0.4, 0.45, 0.49, 0.499, 0.4999):
    band = np.vstack([np.full(n_long, s), np.ones(n_long)])
    source = np.zeros(n_long)
    c = n_long // 2
    source[c] = 1
    column = solveh_banded(band, source)
    measured = np.log(abs(column[c + 5] / column[c + 15])) / 10
    d, e = np.ones(n_long), np.full(n_long - 1, s)
    ends = [eigh_tridiagonal(d, e, eigvals_only=True, select='i',
                             select_range=(m, m))[0] for m in (0, n_long - 1)]
    K_long = ends[1] / ends[0]
    K = infinite_condition(s)
    assert abs(measured / decay_constant(s) - 1) < 1e-6
    # K_long differs from K by the finite length, at most about 0.2 percent here
    assert abs(measured / (2 * np.arctanh(1 / np.sqrt(K_long))) - 1) < 2e-3
    gap = 1 - 2 * s
    if gap < 0.03:
        series = np.sqrt(2 * gap) * (1 + 5 * gap / 12)
        assert abs(measured / series - 1) < gap**2 + 1e-7
    table.append((s, np.exp(-measured), 1 / measured, 1 / np.sqrt(2 * gap),
                  np.sqrt(K) / 2, K, K_long))

# Short chain near s = 1/2: smallest eigenvalue is lifted by the finite length
s_near, n_short = 0.4999, 99
gap = 1 - 2 * s_near
xi_near = 1 / decay_constant(s_near)
lowest = np.linalg.eigvalsh(overlap_matrix(n_short, s_near))[0]
lifted = gap * (1 + (np.pi * xi_near / (n_short + 1)) ** 2)
assert abs(lowest / lifted - 1) < 1e-3  # neglected terms are of order 1e-4

# Exactly s = 1/2: linear profile and finite condition number
n0 = 11
S_half = overlap_matrix(n0, 0.5)
inverse_half = np.linalg.inv(S_half)
i, j = np.indices((n0, n0)) + 1
linear = (-1.0) ** (i + j) * 2 * np.minimum(i, j) * (n0 + 1 - np.maximum(i, j)) / (n0 + 1)
assert np.allclose(inverse_half, linear, atol=1e-11)
K_half = np.linalg.cond(S_half)
assert abs(K_half * np.tan(np.pi / (2 * (n0 + 1))) ** 2 - 1) < 1e-10

# Any tridiagonal positive-definite overlap: K gives an upper bound on the tail
rng = np.random.default_rng(4)
tightest = 0.0
for trial in range(200):
    n = 25
    off = rng.uniform(-0.499, 0.499, n - 1)
    S = np.eye(n) + np.diag(off, 1) + np.diag(off, -1)
    ev = np.linalg.eigvalsh(S)
    root = np.sqrt(ev[-1] / ev[0])
    distance = abs(np.subtract.outer(np.arange(n), np.arange(n)))
    bound = 2 / ev[0] * ((root - 1) / (root + 1)) ** distance
    ratio = np.max(abs(np.linalg.inv(S)) / bound)
    tightest = max(tightest, ratio)
assert tightest <= 1

# Isolated pairs with overlap 2s: same K as the infinite chain, strictly local inverse
pairs = np.kron(np.eye(6), np.array([[1, 2 * s0], [2 * s0, 1]]))
K_pairs = np.linalg.cond(pairs)
assert abs(K_pairs - K0) < 1e-10
pair_inverse = np.linalg.inv(pairs)
pair_distance = abs(np.subtract.outer(np.arange(12), np.arange(12)))
pair_tail = np.max(abs(pair_inverse[pair_distance > 1]))
assert pair_tail < 1e-12

# Worked example
inverse0 = np.linalg.inv(overlap_matrix(n0, s0))
K_finite = np.linalg.cond(overlap_matrix(n0, s0))
print("All quantities dimensionless; lengths in units of the spacing a")
print(f"overlap s = {s0:.4f}, orbital slope beta = {beta0:.6f}")
print(f"kappa = {k0:.6f}, q = {q0:.6f}, decay length = {1 / k0:.6f} a")
print(f"K infinite chain = {K0:.6f}, K for N = {n0}: {K_finite:.6f}")
print(f"squared norm of central dual (N = {n_real}) = {dual_norm:.6f}")
print(f"central column of inverse S, N = {n0}: site, s = {s0}, infinite chain, s = 0.5")
mid = n0 // 2
for site in range(mid, n0):
    r = site - mid
    bulk = (-q0) ** r / np.sqrt(1 - 4 * s0**2)
    print(f"  {site + 1:2d} {inverse0[site, mid]:10.6f} {bulk:10.6f}"
          f" {inverse_half[site, mid]:10.6f}")
print(f"K at s = 0.5, N = {n0}: {K_half:.4f}")
print("squared norm of central dual in cell m to the right (quadrature)")
for m in range(5):
    print(f"  m = {m}: {right_cells[m]:.6f}")
print(f"decay on a chain of N = {n_long}, lengths in a; columns:")
print("  s, q measured, length measured, 1/sqrt(2(1-2s)), sqrt(K)/2, K, K_N")
for row in table:
    print("  {:.4f} {:.6f} {:9.5f} {:9.5f} {:9.5f} {:10.3f} {:10.3f}".format(*row))
print(f"s = {s_near}, N = {n_short}: lowest eigenvalue = {lowest:.6e}")
print(f"  estimate with finite length = {lifted:.6e}, infinite chain = {gap:.6e}")
print(f"random tridiagonal S: largest element/bound = {tightest:.4f}")
print(f"isolated pairs, overlap {2 * s0:.2f}: K = {K_pairs:.4f}")
print(f"  largest inverse element beyond the pair = {pair_tail:.1e}")
print("every check passed")
```

It prints:

```
All quantities dimensionless; lengths in units of the spacing a
overlap s = 0.4000, orbital slope beta = 0.732051
kappa = 0.693147, q = 0.500000, decay length = 1.442695 a
K infinite chain = 9.000000, K for N = 11: 7.800518
squared norm of central dual (N = 41) = 1.666667
central column of inverse S, N = 11: site, s = 0.4, infinite chain, s = 0.5
   6   1.665853   1.666667   6.000000
   7  -0.832316  -0.833333  -5.000000
   8   0.414938   0.416667   4.000000
   9  -0.205028  -0.208333  -3.000000
  10   0.097632   0.104167   2.000000
  11  -0.039053  -0.052083  -1.000000
K at s = 0.5, N = 11: 57.6955
squared norm of central dual in cell m to the right (quadrature)
  m = 0: 0.625000
  m = 1: 0.156250
  m = 2: 0.039062
  m = 3: 0.009766
  m = 4: 0.002441
decay on a chain of N = 4001, lengths in a; columns:
  s, q measured, length measured, 1/sqrt(2(1-2s)), sqrt(K)/2, K, K_N
  0.2500 0.267949   0.75933   1.00000   0.86603      3.000      3.000
  0.4000 0.500000   1.44270   1.58114   1.50000      9.000      9.000
  0.4500 0.626789   2.14066   2.23607   2.17945     19.000     19.000
  0.4900 0.817350   4.95814   5.00000   4.97494     99.000     98.998
  0.4990 0.938663  15.79821  15.81139  15.80348    999.000    998.846
  0.4999 0.980197  49.99583  50.00000  49.99750   9999.000   9983.621
s = 0.4999, N = 99: lowest eigenvalue = 6.933409e-04
  estimate with finite length = 6.933980e-04, infinite chain = 2.000000e-04
random tridiagonal S: largest element/bound = 0.5668
isolated pairs, overlap 0.80: K = 9.0000
  largest inverse element beyond the pair = 0.0e+00
every check passed
```
